# Spinodal and Critical Temperature of Mixed-Metal Disilicides

Consider a disilicide $A_{1-x}B_x\mathrm{Si}_2$ in which the metals $A$ and $B$ share one set of crystal sites and silicon fills its own sites. The composition $x$ is the fraction of metal sites occupied by $B$. Energies and entropies are given per metal site, which here is the same as per formula unit. Temperature is $T$, Boltzmann's constant is $k$, and primes denote derivatives with respect to $x$ at fixed $T$. Both end members are assumed to have the same crystal structure, with no vacancies, no metal atoms on silicon sites and no ordered compounds. The pressure is constant and its work term is neglected, so the Gibbs and Helmholtz energies of mixing need not be distinguished.

Only the metals can be rearranged. For $N$ metal sites, of which $Nx$ hold $B$, the number of arrangements is

$$
W=\frac{N!}{(Nx)!\,[N(1-x)]!}.
$$

With Stirling's approximation, $\ln n!\simeq n\ln n-n$, the terms linear in the particle numbers cancel, because $-N+Nx+N(1-x)=0$. What remains is

$$
\ln W\simeq N\ln N-Nx\ln(Nx)-N(1-x)\ln[N(1-x)].
$$

The terms in $\ln N$ also cancel. The entropy per metal site is therefore

$$
s_{\rm mix}=\frac{k\ln W}{N}=-k[x\ln x+(1-x)\ln(1-x)].
$$

The full silicon sites multiply $W$ by one and add nothing.

For the energy, let each metal site have $z$ neighbouring metal sites, with pair energies $e_{AA}$, $e_{BB}$ and $e_{AB}$. These may be effective energies that include the silicon atoms between the metals. There are $Nz/2$ pairs. If the occupations are random and independent, the mean energy per site is

$$
u=\frac z2\left[(1-x)^2e_{AA}+x^2e_{BB}+2x(1-x)e_{AB}\right].
$$

The same amounts of separate end members have energy $\frac z2[(1-x)e_{AA}+xe_{BB}]$. Since $(1-x)^2-(1-x)=-x(1-x)$ and $x^2-x=-x(1-x)$, subtraction gives

$$
\Delta u=\Omega x(1-x),\qquad
\Omega=zw,\qquad
w=e_{AB}-\frac{e_{AA}+e_{BB}}2.
$$

This is the regular-solution energy. The single parameter $\Omega$ belongs to one mixing site, and a positive value means that unlike neighbours cost energy. The free energy of mixing is

$$
g(x,T)=\Omega x(1-x)+kT[x\ln x+(1-x)\ln(1-x)].
$$

In this model $\Omega$ depends on neither $x$ nor $T$.

To test local stability, divide a uniform alloy into two equal parts with compositions $x+d$ and $x-d$. The mean composition is unchanged. Expanding both free energies in $d$, the first-order terms cancel and

$$
\frac{g(x+d)+g(x-d)}2-g(x)=\frac12g''(x)d^2+O(d^4).
$$

A positive $g''$ makes every sufficiently small separation cost free energy, while a negative $g''$ makes it pay. A term linear in $x$, such as the energy of the end members, has no second derivative and cannot alter this result. Differentiating $g$ once and then again gives

$$
g'=\Omega(1-2x)+kT\ln\frac{x}{1-x},
$$

$$
g''=-2\Omega+kT\left(\frac1x+\frac1{1-x}\right)
=\frac{kT}{x(1-x)}-2\Omega.
$$

The spinodal is the boundary $g''=0$:

$$
kT_s(x)=2\Omega x(1-x).
$$

For $\Omega>0$, the product $x(1-x)=\frac14-(x-\frac12)^2$ is largest at $x=\frac12$. The critical point of the model is therefore

$$
x_c=\frac12,\qquad T_c=\frac{\Omega}{2k}.
$$

If $\Omega\le0$, then $g''>0$ at every composition and every $T>0$, so the model has no unmixing. A negative $\Omega$ may favour an ordered compound, which this free energy does not describe.

Dividing the spinodal equation by $kT_c=\Omega/2$ gives $T/T_c=4x(1-x)=1-(1-2x)^2$. At a fixed temperature below $T_c$ its two compositions are

$$
x_s=\frac12\left[1\pm\sqrt{1-\frac T{T_c}}\right].
$$

The amount of material to which $\Omega$ refers matters. A formula unit contains three atoms but one mixing site. Per atom, the free energy is $g/3$, so both the interaction and the entropy are divided by three and $T_c$ is unchanged. Combining $\Omega/3$ with the undivided entropy would give $\Omega/(6k)$, one third of the correct temperature.

The spinodal marks the loss of local stability, not the compositions of the separated phases. Two phases in equilibrium lie on a common tangent to $g$. Because $g(x)=g(1-x)$, its two equal minima below $T_c$ lie at $x_b$ and $1-x_b$. The horizontal line through them touches $g$ at both points and lies nowhere above it, so it is the required tangent. Setting $g'=0$ gives the binodal,

$$
kT\ln\frac{1-x_b}{x_b}=\Omega(1-2x_b),
$$

where the root $x_b=\frac12$ is excluded because it is a maximum of $g$ below $T_c$. Restoring the linear end-member energy tilts the tangent but leaves the points of contact unchanged.

With $m=1-2x_b$, the logarithm becomes $\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$. Since $\Omega/kT=2T_c/T$, the binodal obeys

$$
m=\tanh\left(\frac{T_c}{T}m\right).
$$

Near the critical point $m$ is small, and $\mathrm{artanh}\,m=m+m^3/3+\cdots$. Dividing the binodal equation by $m$ gives $1+m^2/3\simeq T_c/T$, or

$$
m^2\simeq3\left(1-\frac T{T_c}\right).
$$

On the spinodal, $(1-2x_s)^2=1-T/T_c$. Near $T_c$ the binodal is thus wider than the spinodal by a factor $\sqrt3$. Between the two curves the alloy is metastable: small fluctuations decay, but a sufficiently large nucleus of the other phase can grow. Inside the spinodal, small fluctuations of long wavelength already lower the free energy.

In the opposite limit, $kT\ll\Omega$, the binodal equation has $x_b\ll1$ and gives $x_b\simeq e^{-\Omega/kT}$ to leading order. The lower spinodal composition is $x_s\simeq kT/(2\Omega)$. The equilibrium solubility is exponentially small, whereas the limit of local stability falls only linearly with temperature. A cold alloy can therefore hold much more solute than its equilibrium solubility and remain metastable.

As an example, take a 20 nm film of $\mathrm{Co}_{1-x}\mathrm{Ni}_x\mathrm{Si}_2$ with $x=0.30$. Let $\Omega=0.10$ eV per metal site. This is a chosen model value, neither measured nor computed from electronic structure. With $k=8.617\times10^{-5}$ eV/K,

$$
T_c=\frac{0.10\ \mathrm{eV}}{2(8.617\times10^{-5}\ \mathrm{eV/K})}
=580\ \mathrm K=307\,^\circ\mathrm C.
$$

At the film's composition, $T_s=4(0.30)(0.70)T_c=487$ K. During an anneal at 1000 K the smallest value of $g''$, found at $x=\frac12$, is $4kT-2\Omega=0.145$ eV. It is positive, so the model alloy is stable at every composition.

At 400 K, a temperature near the upper end of ordinary device use, the spinodal compositions are 0.221 and 0.779. Solving the binodal equation by numerical root finding gives 0.081 and 0.919. The film lies inside both pairs, so random mixing predicts local instability. If it reached equilibrium without elastic stress, conservation of nickel would fix the fraction $f$ of metal sites in the nickel-rich phase:

$$
0.30=(1-f)(0.0807)+f(0.9193),\qquad
f=\frac{0.30-0.0807}{0.9193-0.0807}=0.26.
$$

The free energy released is the difference between $g(0.30)$ and its value on the tangent, 2.2 meV per metal site. In the uniform film the mixing energy, $0.10\times0.30\times0.70$ eV $=21.0$ meV, is nearly balanced by $Ts_{\rm mix}$, which is $0.611\,kT=21.1$ meV, so $g(0.30)$ is close to zero. The energy released is therefore almost equal to the depth of the tangent below zero, where $g(x_b)=-2.2$ meV.

Coherent phases must also fit together elastically. Consider layers normal to a cube axis with composition deviations $\delta_i$ whose mean is zero. Let the stress-free strain be $\eta\delta_i$ in every direction, where $\eta$ is the fractional change of lattice constant between the end members. The layers share one in-plane strain $\epsilon$ and are free to relax along their normal. If $p_i$ and $q_i$ are the elastic strains in the plane and along the normal, the energy density of a cubic layer is

$$
f_i=\frac{C_{11}}2(2p_i^2+q_i^2)+C_{12}(p_i^2+2p_iq_i).
$$

Minimization with respect to $q_i$ gives $C_{11}q_i+2C_{12}p_i=0$, hence $q_i=-2C_{12}p_i/C_{11}$. Substitution yields

$$
f_i=Yp_i^2,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.
$$

Here $p_i=\epsilon-\eta\delta_i$. The average of $p_i^2$ is $\epsilon^2+\eta^2\langle\delta^2\rangle$, because $\langle\delta\rangle=0$. A free stack chooses $\epsilon=0$. A substrate that fixes $\epsilon$ adds a constant but leaves the cost of the modulation unchanged. With volume $v$ per metal site, the added energy is $B\langle\delta^2\rangle$, where $B=\eta^2Yv$. It adds $2B$ to $g''$, so the coherent critical temperature is

$$
T_{c,\rm coh}=\frac{\Omega-B}{2k}.
$$

This assumes $B<\Omega$ and elastic constants that do not vary with composition. It also assumes that layers normal to a cube axis cost the least elastic energy, which in a bulk cubic crystal requires $2C_{44}\ge C_{11}-C_{12}$, or $C_{44}\ge45$ GPa for the constants used below.

Rough values for these silicides are a lattice constant $a=0.54$ nm, $\eta=0.008$, $C_{11}=230$ GPa and $C_{12}=140$ GPa. They give $Y=200$ GPa. The fluorite cube has four metal sites, so $v=a^3/4=0.0394$ nm$^3$. Then $B=3.1$ meV, and coherency lowers $T_c$ by 18 K, to 562 K. The shift is small because the misfit is below one percent and enters squared. It is a bulk result. In a thin film, a modulation that runs along the film can relax part of its strain at the free surface and costs less than $B\langle\delta^2\rangle$, so for the film 18 K is an upper bound within this model.

A film also limits the wavelength of a modulation along its normal. Fluorite places its metals on a face-centred cubic lattice, for which $z=12$. Suppose that nearest neighbours alone interact, and let $x_i=x+\delta_i$ vary from plane to plane along a cube axis. The planes are $a/2$ apart. The probability that neighbours $i$ and $j$ are unlike is $x_i+x_j-2x_ix_j$, so the quadratic energy of their bond is $-2w\delta_i\delta_j$. Each site has four neighbours in its own plane and four in each adjacent plane. For a cosine modulation of wave number $q$, the sum of $\delta_j$ over neighbours is $[4+8\cos(qa/2)]\delta_i$. Halving the sum to count each bond once and adding the entropy gives, per site,

$$
\Delta g=\frac12\left[\frac{kT}{x(1-x)}-2\Omega\gamma(q)\right]\langle\delta^2\rangle,
\qquad
\gamma=\frac{1+2\cos(qa/2)}3.
$$

At $q\to0$, $\gamma=1$ and the uniform spinodal condition returns. At finite $q$ the boundary of instability is $\gamma(q)=T/T_s(x)$. For the film at 400 K this ratio is 0.821, which gives $\cos(qa/2)=0.731$ and $qa/2=0.751$. The shortest unstable wavelength along the cube axis is $2\pi/0.751=8.4$ planes, or 2.3 nm. Coherency strain is omitted from this estimate and would lengthen it. The 20 nm thickness holds several such wavelengths, so it does not by itself suppress the instability found in random mixing. Modulations that run along the film are not limited in wavelength by the thickness, so a film thinner than 2.3 nm need not be stable either.

Two other assumptions can be relaxed algebraically. If vibrations or electrons make the interaction depend on temperature as $\Omega=h-sT$, with constant $h$ and $s$, the critical condition $4kT=2(h-sT)$ gives

$$
T_c=\frac{h}{2k+s},\qquad h>0,\quad 2k+s>0.
$$

For $h=0.10$ eV and a trial value $s=0.20k$, $T_c$ falls to 527 K. A negative $s$ would raise it.

If instead the interaction varies with composition as $\Omega+\Omega_1(1-2x)$, the extra energy is $\Omega_1(x-3x^2+2x^3)$. Its second derivative is $-6\Omega_1(1-2x)$, so

$$
kT_s=x(1-x)[2\Omega+6\Omega_1(1-2x)].
$$

To find the maximum, put $m=1-2x$, so that $x(1-x)=(1-m^2)/4$. Setting the derivative with respect to $m$ to zero gives $9\Omega_1m^2+2\Omega m-3\Omega_1=0$. For a trial $\Omega_1=0.010$ eV the relevant root is $m=0.141$, which puts the critical point at $x=0.43$ and 593 K. A part of the interaction that is odd in $1-2x$ thus breaks the symmetry about $x=\frac12$, whereas an even part would keep it. When the interaction is constant, the value of $\Omega$ sets only the temperature scale.

The largest correction sized here comes from the assumption of random occupation. When unlike neighbours cost energy, real occupations are correlated: like metals tend to be neighbours even in a mixed alloy. To size the effect, the nearest-neighbour pair model was sampled by Monte Carlo at equal average amounts of the two metals, in periodic cells of 256 and 864 metal sites. Let $M$ be the difference between the $B$ and $A$ fractions in a sample. The ratio $U=1-\langle M^4\rangle/(3\langle M^2\rangle^2)$ was computed at five temperatures from 0.78 to 0.86 of the random-mixing $T_c$. The transition was estimated as the temperature at which $U$ is the same for both cells, from a straight-line fit to the difference.

The crossing lies at 0.806 of the random-mixing value, with a statistical error of 0.001. That error does not include the effects of small cells or of the linear fit, so the ratio should be read as 0.81 with an uncertainty of about 0.01. The established value for this model, the nearest-neighbour Ising model on the face-centred cubic lattice, is 0.816. The critical temperature is thus near 470 K, about 110 K below the regular-solution result for the same $\Omega$. A plausible reading is that local clustering lowers the energy of the mixed alloy and so delays its separation on cooling.

This correction affects the verdict on the film's local stability, though not on its equilibrium: at 400 K the coexisting compositions of the pair model are near 0.11 and 0.89, and $x=0.30$ still lies between them. Multiplying its spinodal temperature by the same factor gives $0.81\times487\simeq395$ K, which at this accuracy cannot be told apart from 400 K. Such scaling away from $x=\frac12$ is a crude estimate, not a result of the simulation, and the correction may differ at $x=0.30$. It therefore remains open whether the model film is locally unstable at 400 K. With short-range forces and fluctuations, moreover, the spinodal is not a sharp thermodynamic boundary.

Even a favoured separation needs atomic motion. Take a rough bulk diffusivity $D=D_0e^{-E_a/kT}$, with $D_0=0.01$ cm$^2$/s and $E_a=2.5$ eV. The time to move a distance $L=2.5$ nm is of order $L^2/D$. At 1000 K, $D=2.5\times10^{-15}$ cm$^2$/s and the time is about 25 s. At 400 K, $D=3\times10^{-34}$ cm$^2$/s and the time is about $2\times10^{20}$ s. The exponent makes these figures very sensitive to $E_a$, and grain boundaries may carry atoms much faster. With these values, however, bulk separation at 400 K is frozen, and a film mixed during the anneal would stay mixed after cooling.

For real contacts, the cobalt–nickel pair suits the model because both disilicides have the fluorite structure and nearly equal lattice constants. The film thickness and anneal temperature are of ordinary size for silicide processing, but neither the size nor the sign of $\Omega$ is established here, so the example does not show that the real alloy unmixes. While $\Omega$ is positive, each change of 0.01 eV moves the regular-solution $T_c$ by 58 K. Among the effects sized here, correlations move it most, by about $-110$ K. Nickel on silicon can also form the monosilicide NiSi, whose free energy is absent from $g$; the model therefore cannot say whether the disilicide forms in the first place. For metals whose disilicides have different structures, each structure needs its own free-energy curve, and a single $\Omega$ does not suffice.

Chemical stability is also distinct from the stability of the film's shape. A film can remain well mixed and still groove at its grain boundaries or break into islands, since those processes depend on surface, interface and grain-boundary energies. A positive $g''$ means that, with random mixing, the alloy is stable against small composition changes of long wavelength; it does not establish that the film will stay continuous.
